\section*{Spin degeneracy of the zincblende conduction band along three directions}

\section{Problem}

A zincblende crystal has point group $T_d$, a symmorphic space group and no inversion centre. Its lowest conduction level at $\mathbf k=0$ is $s$-like: with spin it belongs to the two-dimensional representation $\Gamma_6$. Spin--orbit coupling is present, and there is no magnetic order. Consider interior points of the lines $[100]$, $[111]$ and $[110]$ starting at $\Gamma$.

\begin{enumerate}
\item Find the little group of each line and its spinor representations.
\item Decide on which lines the branch starting at $\Gamma_6$ must stay doubly degenerate. Include time reversal.
\item Find the leading spin-dependent term of the conduction-band Hamiltonian near $\Gamma$.
\item Compare with a nearest-neighbour $sp^3$ tight-binding model.
\end{enumerate}

Hartree atomic units are used. The anion is at the origin and its cation neighbours are at $\mathbf d=\frac a4(1,1,1)$, $\frac a4(1,-1,-1)$, $\frac a4(-1,1,-1)$, $\frac a4(-1,-1,1)$.

\section{Hints}

\begin{enumerate}
\item Spin is an axial vector, so a mirror acts on it as a half-turn about the mirror normal. What is the square of that half-turn, and what happens when two mirrors with perpendicular normals are interchanged?
\item On $[111]$, label states by their threefold-rotation eigenvalue and ask what a mirror does to the label.
\item Time reversal $T$ sends $\mathbf k$ to $-\mathbf k$. It can pair states at one $\mathbf k$ when combined with a crystal operation that brings $-\mathbf k$ back. The square of the combined operation matters.
\item Near $\Gamma$, write the spin term as $\mathbf b(\mathbf k)\cdot\boldsymbol\sigma$ and test monomials in $\mathbf k$ against the half-turns, then against one mirror.
\item At $\mathbf k=0$ the tight-binding matrix separates into $2\times2$ problems.
\end{enumerate}

\section{Solution}

\subsection{Little groups and their spinor representations}

Let $g$ have the $3\times3$ matrix $R$. Its spin matrix is that of the proper rotation $(\det R)R$. For angle $\theta$ about the unit vector $\mathbf n$,
\begin{equation}
S=\exp\!\left(-\tfrac{i\theta}{2}\,\mathbf n\cdot\boldsymbol\sigma\right),
\end{equation}
up to a sign; keeping both signs gives the double group. A mirror with normal $\mathbf n$ is inversion times a half-turn about $\mathbf n$, so $S(M)=-i\,\mathbf n\cdot\boldsymbol\sigma$ and $S(M)^2=-1$.

Let $U(g)$ be the action on orbitals and spin together. With atomic-position phases in the Bloch sums, $U(g)$ does not depend on $\mathbf k$, and crystal symmetry reads
\begin{equation}
U(g)H(\mathbf k)U(g)^\dagger=H(R\mathbf k).
\end{equation}
Operations with $R\mathbf k=\mathbf k$ therefore commute with $H(\mathbf k)$. They form the little group.

\paragraph{Line $[100]$.} The operations are the identity, the half-turn about $x$, and two mirrors $M_1$, $M_2$ with normals $\mathbf n_1=(0,1,-1)/\sqrt2$ and $\mathbf n_2=(0,1,1)/\sqrt2$. This is $C_{2v}$. The mirrors commute as spatial operations, but $\mathbf n_1\cdot\mathbf n_2=0$ makes their spin matrices anticommute. Hence $M_1M_2=-M_2M_1$ on spinor states. Since $M_1^2=-1$, its eigenvalues are $\pm i$. If $M_1\psi=i\psi$, then
\begin{equation}
M_1(M_2\psi)=-M_2M_1\psi=-i\,(M_2\psi).
\end{equation}
The state $M_2\psi$ has the same energy as $\psi$ but another eigenvalue of the unitary $M_1$, so it is orthogonal to $\psi$. The case $M_1\psi=-i\psi$ is the same with signs exchanged. Because $M_2^2=-1$, the two states close under the group and form one two-dimensional representation, $\Delta_5$. The squared dimensions of the spinor representations sum to the group order, here $2^2=4$, so there is no other.

\paragraph{Line $[111]$.} The operations are the identity, two threefold rotations and three mirrors containing the axis: $C_{3v}$, of order 6. With $\mathbf n$ along $[111]$, $S(C_3)=\exp(-i\pi\,\mathbf n\cdot\boldsymbol\sigma/3)$, so $C_3^3=-1$ and its eigenvalues $c$ are $e^{i\pi/3}$, $e^{-i\pi/3}$ or $-1$. A mirror reverses the sense of rotation, $MC_3M^{-1}=C_3^{-1}$, or equivalently $C_3M=MC_3^{-1}$. For $C_3\psi=c\psi$,
\begin{equation}
C_3(M\psi)=MC_3^{-1}\psi=c^{*}(M\psi).
\label{eq:c3}
\end{equation}
If $c=e^{\pm i\pi/3}$, then $c^*\ne c$ and $M\psi$ is an orthogonal partner: this is the two-dimensional $\Lambda_6$. If $c=-1$, the mirror does not change the label, and one state with $M=i$ or $M=-i$ suffices. These are the one-dimensional $\Lambda_4$ and $\Lambda_5$. The count is complete: $1+1+2^2=6$.

\paragraph{Line $[110]$.} Only the identity and the mirror $x\leftrightarrow y$, with normal $\mathbf n=(1,-1,0)/\sqrt2$, leave $\mathbf k$ fixed. The reflection $z\to-z$ would also do so, but it takes the tetrahedron of neighbours into the opposite one and is not in $T_d$. The group is $C_s$, of order 2, with two one-dimensional spinor representations $\Sigma_3$ and $\Sigma_4$, distinguished by $M=\pm i$.

\subsection{The branch starting at $\Gamma_6$}

An $s$ orbital is unchanged by every operation of $T_d$, so the $\Gamma_6$ pair transforms with the matrices $S(g)$ alone. Along a line the band projector changes continuously while its symmetry eigenvalues are discrete, so the labels found at $\Gamma$ continue along the branch. On $[100]$ the only choice is $\Delta_5$. On $[111]$, $S(C_3)$ has eigenvalues $e^{\mp i\pi/3}$. On $[110]$, $S(M)=-i\,\mathbf n\cdot\boldsymbol\sigma$ has eigenvalues $\mp i$. Thus
\begin{equation}
\Gamma_6\to\Delta_5,\qquad \Gamma_6\to\Lambda_6,\qquad
\Gamma_6\to\Sigma_3+\Sigma_4 .
\end{equation}

The first two results force a double degeneracy. On $[100]$ it holds for every band. On $[111]$ it holds for the $\Lambda_6$ branch; a $\Lambda_4$ or $\Lambda_5$ level could cross that branch and become the lowest empty state, and such a level is not protected.

On $[110]$ the unitary operations force no degeneracy, but time reversal could still do so. It obeys $T^2=-1$ and commutes with the crystal operations: it reverses both $i$ and $\boldsymbol\sigma$, which leaves $S$ unchanged. The half-turn $C_{2z}$ takes $(k,k,0)$ to $(-k,-k,0)$, so $A=C_{2z}T$ preserves $\mathbf k$, and
\begin{equation}
A^2=C_{2z}^2\,T^2=(-1)(-1)=+1 .
\end{equation}
Kramers' argument needs the square $-1$. For an antiunitary $\Theta$, $\langle\Theta a|\Theta b\rangle=\langle b|a\rangle$; setting $a=\Theta\psi$ and $b=\psi$ gives
\begin{equation}
\langle\Theta^2\psi|\Theta\psi\rangle=\langle\psi|\Theta\psi\rangle .
\label{eq:kramers}
\end{equation}
For $\Theta^2=-1$ the left side is $-\langle\psi|\Theta\psi\rangle$, so the overlap vanishes and $\Theta\psi$ is a new state. For $\Theta^2=+1$ the equation is empty.

It remains to see whether $A$ links the two mirror labels. The axes $\mathbf n$ and $z$ are perpendicular, so $MC_{2z}=-C_{2z}M$. For $M\psi=i\psi$,
\begin{equation}
M(A\psi)=-C_{2z}TM\psi=-C_{2z}T(i\psi)=+i\,(A\psi),
\end{equation}
where the last sign comes from $Ti=-iT$. The label is preserved. A single state with $M\psi=i\psi$ and $A\psi=\psi$ is therefore consistent with all the symmetries; the one remaining operation that fixes $\mathbf k$, the product $MA$, adds no condition. The $\Sigma_3$ and $\Sigma_4$ levels may have different energies. Symmetry permits this splitting but does not set its size.

The mirror also fixes the spin axis. It preserves the component of $\boldsymbol\sigma$ along $\mathbf n$ and reverses the other two. A nondegenerate level is a mirror eigenstate, so its mean spin has no component in the mirror plane and lies along $\pm\mathbf n$.

\subsection{The leading term near $\Gamma$}

In the basis of the $\Gamma_6$ pair, write $H_c=E(\mathbf k)+\mathbf b(\mathbf k)\cdot\boldsymbol\sigma$, with levels $E\pm|\mathbf b|$. Time reversal gives $\mathbf b(-\mathbf k)=-\mathbf b(\mathbf k)$, so only odd powers of $\mathbf k$ occur. Crystal symmetry gives $\mathbf b(R\mathbf k)=(\det R)R\,\mathbf b(\mathbf k)$.

Take $b_x$. The half-turn about $x$ leaves it unchanged; those about $y$ and $z$ reverse it. A monomial $k_x^pk_y^qk_z^r$ of odd degree must then have $q+r$ even, so $p$ is odd, and $p+r$ odd, so $r$ and hence $q$ are even. The mirror $y\leftrightarrow z$ has $\det R=-1$ and requires
\begin{equation}
b_x(k_x,k_z,k_y)=-b_x(k_x,k_y,k_z).
\end{equation}
In first order the candidate is $k_x$, which does not change sign and is excluded. In third order the candidates are $k_x^3$, $k_xk_y^2$ and $k_xk_z^2$, and the one antisymmetric combination is $k_x(k_y^2-k_z^2)$. The threefold rotation gives the other components with the same coefficient:
\begin{equation}
\mathbf b=\gamma\,\mathbf f,\qquad
\mathbf f=\begin{pmatrix}k_x(k_y^2-k_z^2)\\ k_y(k_z^2-k_x^2)\\ k_z(k_x^2-k_y^2)\end{pmatrix}.
\label{eq:cubic}
\end{equation}
This is the Dresselhaus term, and the splitting is $2|\gamma||\mathbf f|$. It vanishes on $[100]$ and $[111]$, as it must. For $\mathbf k=\frac{k}{\sqrt2}(1,1,0)$,
\begin{equation}
\mathbf f=\frac{k}{\sqrt2}\,\frac{k^2}{2}\,(1,-1,0),\qquad
|\mathbf f|=\frac{k^3}{2},\qquad \delta E=|\gamma|k^3 .
\end{equation}
The vector lies along the mirror normal, in agreement with the previous argument. Exchanging anion and cation positions is an inversion of the crystal; it changes $\mathbf k$ but not $\boldsymbol\sigma$, so the sign of $\gamma$ depends on the orientation fixed above, with an anion-to-cation bond along $+(1,1,1)$. A mere shift of the origin does not change it.

\subsection{Tight-binding model}

Each atom carries $s,p_x,p_y,p_z$ with two spins, giving a $16\times16$ matrix. With $\mathbf u=\mathbf d/|\mathbf d|$, the anion--cation hopping elements are
\begin{align}
\langle s_a|H|s_c\rangle&=V_{ss}, &
\langle s_a|H|p_{c,i}\rangle&=u_iV_{s_ap_c},\\
\langle p_{a,i}|H|s_c\rangle&=-u_iV_{s_cp_a}, &
\langle p_{a,i}|H|p_{c,j}\rangle&=u_iu_j(V_\sigma-V_\pi)+\delta_{ij}V_\pi .
\end{align}
They are multiplied by $e^{i\mathbf k\cdot\mathbf d}$ and summed over the four neighbours. The minus sign arises because the cation sees the anion in direction $-\mathbf u$. Hopping conserves spin, and each atom has the on-site term $\frac{\Delta}{3}\mathbf L\cdot\boldsymbol\sigma$ in its $p$ shell. Since $\mathbf L\cdot\boldsymbol\sigma=j(j+1)-\frac{11}{4}$, it equals $1$ for $j=\frac32$ and $-2$ for $j=\frac12$, so $\Delta$ is the atomic spin--orbit splitting.

The parameters are round values of the size used for GaAs-like compounds; the numbers below describe this model and are not predictions for a real material. In hartree, $E_{s}=-0.30$, $E_{p}=0.04$, $\Delta=0.015$ for the anion and $E_{s}=-0.10$, $E_{p}=0.14$, $\Delta=0.006$ for the cation; $V_{ss}=-0.06$, $V_{s_ap_c}=0.07$, $V_{s_cp_a}=0.09$, $V_\sigma=0.11$, $V_\pi=-0.03$. The lattice constant is $a=10$ bohr.

At $\Gamma$, $\sum u_i=0$ removes the $s$--$p$ coupling, and $\sum u_iu_j=\frac43\delta_{ij}$. The upper $s$ level is
\begin{equation}
E(\Gamma_6)=-0.20+\sqrt{0.10^2+(4\times0.06)^2}=0.060 .
\end{equation}
For $j=\frac32$ the on-site energies are $0.04+0.005=0.045$ and $0.14+0.002=0.142$, and the coupling is $\frac43(V_\sigma+2V_\pi)=0.0667$. The valence top is the lower root,
\begin{equation}
E(\Gamma_8)=0.0935-\sqrt{0.0485^2+0.0667^2}=0.0111 .
\end{equation}
The gap is $0.0489$ hartree.

Diagonalization at 41 points on each of $[100]$ and $[111]$, from $\Gamma$ to the zone boundary, gives a conduction splitting below $10^{-15}$ hartree, which is rounding error. On $[110]$, with $\mathbf k=x\frac{2\pi}{a}(1,1,0)$:
\begin{center}
\begin{tabular}{ccc}
$x$ & lower level (hartree) & splitting (hartree)\\
0.10 & 0.0777 & $0.63\times10^{-3}$\\
0.25 & 0.1041 & $1.74\times10^{-3}$\\
0.50 & 0.1333 & $1.72\times10^{-3}$
\end{tabular}
\end{center}
The value at $x=0.25$ is $47$ meV. At $x=1$ the splitting is zero to rounding: there $2\mathbf k$ is a reciprocal lattice vector, so $T$ itself preserves $\mathbf k$ up to such a vector and, with $T^2=-1$, forces a pair.

At $x=0.25$ the mean $\boldsymbol\sigma\cdot\mathbf n$ is $-0.9975$ in the lower state and $+0.9996$ in the upper. The magnitudes fall short of one because the $p$ orbital along $\mathbf n$ is odd under the mirror. For a given mirror eigenvalue it must carry the opposite spin to the even orbitals. If its weight is $w$, the mean is $\pm(1-2w)$, so $w\approx0.0013$ and $0.0002$.

\paragraph{Range of the cubic law.} At $k=0.001$ bohr$^{-1}$ on $[110]$ the model gives $\delta E/k^3=2.5146$ hartree bohr$^3$; the limit $k\to0$ is $2.5152$, so $\gamma=2.515$ hartree bohr$^3$. Equation~(\ref{eq:cubic}) can then be tested elsewhere. For $\mathbf k=\frac{k}{\sqrt5}(2,1,0)$,
\begin{equation}
|\mathbf f|=\frac{k^3}{5\sqrt5}\sqrt{2^2+4^2}=0.4\,k^3,
\end{equation}
so the predicted splitting is $0.8\,\gamma k^3=2.01\times10^{-9}$ hartree, and diagonalization gives the same. The direction $(1,2,3)$ agrees equally well, and in both cases the spin of the upper state points along $\gamma\mathbf f$.

The law does not extend to the table. At $x=0.25$, $k=0.222$ bohr$^{-1}$ and $\gamma k^3\approx0.028$ hartree, some sixteen times the computed splitting. The next order shows where the trouble starts. With $\delta E=\gamma k^3(1-\beta k^2)$, doubling $k$ multiplies the splitting by about $8(1-3\beta k^2)$. The computed factor from $k=0.001$ is $7.9941$, so $\beta\approx250$ bohr$^2$. The correction reaches a tenth near $k=0.02$ bohr$^{-1}$, by this estimate. The symmetry conclusions do not rely on the expansion.

\section{Two variations}

\subsection{Which ingredients does the $[110]$ splitting need?}

\emph{Repeat the $[110]$ calculation (i) without spin--orbit coupling and (ii) with two identical atoms.}

(i) The Hamiltonian then commutes with every spin rotation, so each orbital level holds both spins. (ii) The crystal gains an inversion $I$ about the bond centres. The operation $\Theta=IT$ preserves every $\mathbf k$, and $\Theta^2=I^2T^2=-1$, so equation~(\ref{eq:kramers}) gives a degenerate pair everywhere. In the model, identical atoms means equal on-site terms and also $V_{s_ap_c}=V_{s_cp_a}$; with equal on-site terms alone a splitting of $1.1\times10^{-3}$ hartree remains at $x=0.25$. With the anion values on both atoms and both $s$--$p$ hoppings set to $0.07$, the antibonding $s$ level drops below the $p$ bonding levels at $\Gamma$, so the lowest empty pair no longer starts from an $s$-like level, but every band is paired. At $x=0.25$ the splitting of the lowest empty pair falls from $1.74\times10^{-3}$ hartree to rounding error in both cases. Spin--orbit coupling and the absence of inversion are both necessary.

\subsection{Is the top valence pair on $[111]$ also protected?}

\emph{The $\Gamma_8$ valence top has $j=\frac32$. Find its representations on $[111]$ and compare with the model.}

With $m$ the angular momentum along $[111]$, $C_3$ has eigenvalue $e^{-2\pi im/3}$. The states $m=\pm\frac12$ give $e^{\mp i\pi/3}$ and form $\Lambda_6$. Both $m=\pm\frac32$ give $-1$. A mirror exchanges these two and squares to $-1$, so it is traceless in their space and has eigenvalues $i$ and $-i$. Hence $\Gamma_8\to\Lambda_4+\Lambda_5+\Lambda_6$. No operation of $T_d$ takes $[111]$ to its opposite, because the tetrahedron has a corner on one side and a face on the other. Time reversal thus adds no constraint at this $\mathbf k$, and $\Lambda_4$ and $\Lambda_5$ may separate.

The model nevertheless leaves them degenerate. States with $C_3=-1$ are built from $p_+\!\uparrow$ and $p_-\!\downarrow$ on the two atoms. Spin-conserving hopping does not couple the two kinds, and $\mathbf L\cdot\boldsymbol\sigma=1$ in both. The mirror makes their anion--cation hopping equal, so the two $2\times2$ blocks are identical. This degeneracy belongs to the model, not to the crystal symmetry.

A numerical test separates the two cases. At $x=0.25$ of the way to the zone boundary, a small random Hermitian matrix, averaged over the little group so that it respects the symmetry, is added to $H$. The top valence pair then splits, while the conduction pair stays degenerate to rounding. For one draw with elements of order $10^{-3}$ hartree before averaging the splitting is $1.3\times10^{-3}$ hartree; its size changes with the draw and the amplitude, and only its being nonzero matters. The conduction pair on $[100]$ survives the same treatment. The numerical check carries out these checks.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Model parameters (hartree):
  Esa=-0.3, Epa=0.04, Esc=-0.1, Epc=0.14, ss=-0.06, sapc=0.07
  scpa=0.09, pps=0.11, ppp=-0.03, Da=0.015, Dc=0.006
Lattice constant: 10.0 bohr
Spinor irrep dimensions at Gamma: (2, 2, 4)
[100]: order 4, spinor dims (2,), Gamma6 norm 1, ops k->-k: 4
[111]: order 6, spinor dims (1, 1, 2), Gamma6 norm 1, ops k->-k: 0
[110]: order 2, spinor dims (1, 1), Gamma6 norm 2, ops k->-k: 2
Gamma6 conduction level: 0.060000 hartree
Gamma8 valence top: 0.011058 hartree
Gap at Gamma: 0.048942 hartree
k = x * end; ends: X=(2pi/a)(1,0,0), L=(pi/a)(1,1,1),
  X'=(2pi/a)(1,1,0), equivalent to X
line   x     E lower (hartree)  splitting (hartree)
[100]  0.10      0.071812       3.469e-16
[100]  0.25      0.103741       2.776e-17
[100]  0.50      0.150114       5.551e-17
[111]  0.10      0.068619       1.665e-16
[111]  0.25      0.087192       2.776e-17
[111]  0.50      0.100722       2.498e-16
[110]  0.10      0.077677       6.336e-04
[110]  0.25      0.104095       1.738e-03
  mean sigma along (1,-1,0), band 8: -0.9975
  mean sigma along (1,-1,0), band 9: +0.9996
[110]  0.50      0.133340       1.718e-03
Largest splitting on [100], 41 points: 3.1e-16 hartree
Largest splitting on [111], 41 points: 3.3e-16 hartree
[110] splitting at x=0.25: 0.001738 hartree = 47.30 meV
[110] splitting at X': 8.3e-17 hartree
Square of C2z T on [110]: +1
[110] x=0.25, no spin-orbit: 2.1e-16 hartree
[110] x=0.25, identical atoms: 1.4e-16 hartree
Spin invariants: linear 0, cubic 1
gamma from [110] at k=0.001/bohr: 2.5146 hartree bohr^3
Splitting ratio on doubling k: 7.9941
[2, 1, 0]: predicted 2.0117e-09, found 2.0117e-09 hartree, spin cosine 1.000000
[1, 2, 3]: predicted 1.8267e-09, found 1.8267e-09 hartree, spin cosine 1.000000
[100] x=0.25 with random allowed term: conduction splitting 1.7e-16 hartree
[111] x=0.25 with random allowed term: conduction splitting 9.7e-17 hartree
  top valence pair: model 5.6e-17, with term 1.285e-03 hartree
\end{verbatim}
